# Bouchiat-Michel Formula and the Spin Density Matrix of Muon Pair Production

## The decision

A calculation of \(e^-e^+\to\mu^-\mu^+\) followed by a decay or any other spin analysis of the muons has to decide what to carry from production to analysis. One choice is the four rates for definite spin projections on one axis. The other is the matrix \(M_{\lambda_1\lambda_2}M^*_{\lambda_1'\lambda_2'}\), with its sixteen entries. The four rates suffice if only projections on that axis are measured. In the example below they give 0.250, with the off-diagonal entries set to zero, for a joint spin probability along another axis whose tree-level value is 0.122. An analysis sensitive to other spin components therefore needs, in general, the off-diagonal entries too; they vanish in special cases, for instance when the muons move along the beam axis and that axis is the quantization axis. The projector \(u(p,\lambda)\bar u(p,\lambda)\) turns the diagonal entries into traces. The off-diagonal entries need \(u(p,\lambda')\bar u(p,\lambda)\) with \(\lambda'\neq\lambda\), which the Bouchiat-Michel formula supplies.

## Conventions and the spin triad

Units are \(\hbar=c=1\) with energies in GeV. The metric is \((+,-,-,-)\), \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\), \(\epsilon^{0123}=+1\), \(\bar uu=2m\) with \(m>0\). The \(\sigma^i\) act on two-component spinors, and the \(\tau^a\) are the same Pauli matrices read in the labels \(\lambda=+,-\) (projection \(\pm\tfrac12\)). Repeated \(a,b=1,2,3\) are summed.

In the rest frame choose orthonormal vectors with \(\hat s^1\times\hat s^2=\hat s^3\). Let \(\Lambda\) take \((m,\mathbf 0)\) to \(p\) and define \(s^a=\Lambda(0,\hat s^a)\). Invariance of scalar products gives \(s^a\cdot p=0\) and \(s^a\cdot s^b=-\delta^{ab}\). For a pure boost along \(\mathbf n\) with \(\gamma=E/m\), the time part is \(\gamma\beta\,\mathbf n\cdot\hat s\) and the space part is \(\hat s+(\gamma-1)\mathbf n(\mathbf n\cdot\hat s)\). A vector across \(\mathbf n\) is unchanged, and \((0,\mathbf n)\) becomes \((\gamma\beta,\gamma\mathbf n)\).

## Two-component step and the phase condition

Put \(\sigma_a=\boldsymbol\sigma\cdot\hat s^a\). From \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\), the \(\sigma_a\) anticommute, square to one and obey \(\sigma_1\sigma_2=i\sigma_3\). Let \(\sigma_3\chi_+=\chi_+\) with \(\chi_+^\dagger\chi_+=1\), and define \(\chi_-=\tfrac12(\sigma_1-i\sigma_2)\chi_+\). Anticommutation gives \(\sigma_3\chi_-=-\chi_-\). Since \(\tfrac14(\sigma_1\pm i\sigma_2)(\sigma_1\mp i\sigma_2)=\tfrac12(1\pm\sigma_3)\), the norm of \(\chi_-\) is one and \((\sigma_1+i\sigma_2)\chi_+=0\). Adding and subtracting, \(\sigma_1\chi_+=\chi_-\) and \(\sigma_2\chi_+=i\chi_-\). With hermiticity and tracelessness this fixes all matrix elements:
\[\chi_\lambda^\dagger\sigma_a\chi_{\lambda'}=\tau^a_{\lambda\lambda'}.\tag{1}\]
Equation (1) is a condition on the relative phase of the two spinors; a common phase drops out. Any \(2\times2\) matrix obeys \(X=\tfrac12[\mathrm{tr}X+\sigma_a\,\mathrm{tr}(\sigma_aX)]\), because \(\mathrm{tr}\,\sigma_a\sigma_b=2\delta_{ab}\). For \(X=\chi_{\lambda'}\chi_\lambda^\dagger\) the traces are \(\delta_{\lambda\lambda'}\) and (1):
\[\chi_{\lambda'}\chi_\lambda^\dagger=\tfrac12[\delta_{\lambda\lambda'}+\sigma_a\tau^a_{\lambda\lambda'}].\tag{2}\]
The label of the conjugated spinor stands first on \(\tau^a\).

## The formula for u

In the Dirac representation the rest spinor is \(u_0=\sqrt{2m}\,(\chi,0)^T\), so \(u_0(\lambda')\bar u_0(\lambda)\) is \(2m\) times (2) in the upper block. At rest \(\not p+m=2m\,\mathrm{diag}(1,0)\). Also \(\not s^a=-\hat s^a\cdot\boldsymbol\gamma\) and \(\gamma_5\gamma^i=\mathrm{diag}(-\sigma^i,\sigma^i)\), so \(\gamma_5\not s^a=\mathrm{diag}(\sigma_a,-\sigma_a)\). The product \(\tfrac12[\delta+\gamma_5\not s^a\tau^a](\not p+m)\) therefore reproduces the upper block and kills the lower one.

To move the particle, write \(\Lambda=e^{\omega}\) and \(S=e^G\) with \(G=\tfrac14\omega_{\alpha\beta}\gamma^\alpha\gamma^\beta\), \(\omega_{\alpha\beta}\) antisymmetric. From \([\gamma^\mu,\gamma^\alpha\gamma^\beta]=2g^{\mu\alpha}\gamma^\beta-2g^{\mu\beta}\gamma^\alpha\) follows \([\gamma^\mu,G]=\omega^\mu{}_\nu\gamma^\nu\), which exponentiates to \(S^{-1}\gamma^\mu S=\Lambda^\mu{}_\nu\gamma^\nu\), so \(S\gamma\cdot a\,S^{-1}=\gamma\cdot(\Lambda a)\). Since \(\gamma^0\gamma^{\mu\dagger}\gamma^0=\gamma^\mu\) and conjugation reverses the order, \(\gamma^0G^\dagger\gamma^0=-G\), so \(u=Su_0\) implies \(\bar u=\bar u_0S^{-1}\). \(G\) is even in \(\gamma\) and commutes with \(\gamma_5\). Conjugating the rest-frame identity with \(S\) gives
\[u(p,\lambda')\bar u(p,\lambda)=\tfrac12\big[\delta_{\lambda\lambda'}+\gamma_5\not s^a\tau^a_{\lambda\lambda'}\big](\not p+m).\tag{3}\]
A unitary change of representation conjugates both sides alike. For \(\lambda=\lambda'=\pm\) the entries of \(\tau^{1,2}\) vanish and the projector \(\tfrac12(1\pm\gamma_5\not s^3)(\not p+m)\) remains.

## The formula for v

Define \(v=C\bar u^T\) with a unitary \(C\) that obeys \(C\gamma^{\mu T}C^{-1}=-\gamma^\mu\). In the Dirac and chiral representations \(C=i\gamma^2\gamma^0\) does this; a unitary change of representation \(\gamma^\mu\to W\gamma^\mu W^\dagger\) takes \(C\) to \(WCW^T\). Then \(v=C\gamma^{0T}u^*\) and \(v^\dagger=u^T\gamma^{0T}C^{-1}=-u^TC^{-1}\gamma^0\), where \(\gamma^{0*}=\gamma^{0T}\) was used. Hence \(\bar v=-u^TC^{-1}\) and
\[v(\lambda')\bar v(\lambda)=-C\,[u(\lambda)\bar u(\lambda')]^TC^{-1}.\]
The labels have changed places, so (3) enters with \(\tau^a_{\lambda'\lambda}\). Under \(X\to CX^TC^{-1}\) the order of factors reverses. \(\gamma_5\to i\gamma^3\gamma^2\gamma^1\gamma^0=\gamma_5\) (four signs and six interchanges), \(\gamma_5\not s\to-\not s\gamma_5=\gamma_5\not s\), and \(\not p+m\to-\not p+m\). The result is \((\not p-m)\tfrac12[\delta+\gamma_5\not s^a\tau^a_{\lambda'\lambda}]\). Because \(s\cdot p=0\), \(\not p\) anticommutes with \(\not s\) as well as with \(\gamma_5\), and so commutes with \(\gamma_5\not s\):
\[v(p,\lambda')\bar v(p,\lambda)=\tfrac12\big[\delta_{\lambda'\lambda}+\gamma_5\not s^a\tau^a_{\lambda'\lambda}\big](\not p-m).\tag{4}\]
The transposition has a physical reason. If the basis changes as \(u(\lambda)\to u(\kappa)R_{\kappa\lambda}\), then \(v(\lambda)\to v(\kappa)R^*_{\kappa\lambda}\), which is how \(\bar u(\lambda)\) changes. The spinor \(v\) of an outgoing antiparticle carries its label as \(\bar u\) does for an outgoing particle.

## Where the formulas fail

Three conditions were used. First, phases and triad must match. If \(\chi_-\to e^{i\varphi}\chi_-\), the lowering combination becomes \(e^{i\varphi}(\hat s^1-i\hat s^2)\), whose real and imaginary parts give \(\hat s'^1=\cos\varphi\,\hat s^1+\sin\varphi\,\hat s^2\) and \(\hat s'^2=\cos\varphi\,\hat s^2-\sin\varphi\,\hat s^1\). Formula (3) then holds with the rotated triad and fails with the old one. If spinor and triad are carried to the same \(p\) by transformations that differ by a rest-frame rotation, (3) also fails, and it is restored by carrying the triad with the \(\Lambda\) of the spinor. Second, the triad must be right-handed. Matrix elements in an orthonormal basis preserve products, so \(\sigma_1\sigma_2=-i\sigma_3\) cannot be represented by \(\tau^1\tau^2=+i\tau^3\). Third, \(m>0\), since a rest frame was used. Swapping the index order reverses the sign of the \(\tau^2\) term and exchanges the two off-diagonal matrices.

Formulas (3) and (4) were tested against spinors built by diagonalization and exponentiated random Lorentz generators, in the Dirac and chiral representations. The swapped order, the unmatched phase and the left-handed triad were each confirmed to fail, and the rotated triad to repair the phase.

## The density matrix as traces

For \(e^-(k_1)e^+(k_2)\to\mu^-(p_1,\lambda_1)\mu^+(p_2,\lambda_2)\) at tree level with one photon, up to an overall phase,
\[M_{\lambda_1\lambda_2}=\frac{e^2}{s}J_\mu\,\bar u(p_1,\lambda_1)\gamma^\mu v(p_2,\lambda_2),\qquad J_\mu=\bar v(k_2)\gamma_\mu u(k_1),\]
with \(s=q^2\), \(q=p_1+p_2\). Define \(\rho_{\lambda_1\lambda_2,\lambda_1'\lambda_2'}=\langle M_{\lambda_1\lambda_2}M^*_{\lambda_1'\lambda_2'}\rangle\), averaged over beam spins, and \(L_{\mu\nu}=\langle J_\mu J_\nu^*\rangle\). With \((\bar u\gamma^\nu v)^*=\bar v\gamma^\nu u\),
\[\rho=\frac{e^4}{s^2}L_{\mu\nu}\mathrm{Tr}\big[u(\lambda_1')\bar u(\lambda_1)\gamma^\mu v(\lambda_2)\bar v(\lambda_2')\gamma^\nu\big].\]
Formula (3) gives \(\tau^a_{\lambda_1\lambda_1'}\). In (4) the label of \(v\) stands first, which gives \(\tau^b_{\lambda_2\lambda_2'}\). Both follow the row-column order of \(\rho\), and the two factors \(\tfrac12\) give
\[\rho=\frac A4\big[1+B_1^a\,\tau^a\!\otimes1+B_2^b\,1\otimes\tau^b+C^{ab}\tau^a\!\otimes\tau^b\big].\tag{5}\]
Here \(A\), \(AB_1^a\), \(AB_2^b\), \(AC^{ab}\) equal \((e^4/s^2)L_{\mu\nu}H^{\mu\nu}\) with
\[H^{\mu\nu}=\mathrm{Tr}[X(\not p_1+m)\gamma^\mu\,Y(\not p_2-m)\gamma^\nu],\]
where \(m\) is the muon mass, \(X=1\) or \(\gamma_5\not s_1^a\), and \(Y=1\) or \(\gamma_5\not s_2^b\). \(A=\mathrm{Tr}\rho\) is the spin-summed squared amplitude, \(B_{1,2}\) are the rest-frame polarization vectors and \(C\) the correlation matrix. Tracing \(\rho/A\) with \(\tfrac12(1+n_1^a\tau^a)\otimes\tfrac12(1+n_2^b\tau^b)\) gives the probability for spins along unit vectors \(n_1,n_2\):
\[W=\tfrac14\big(1+B_1\cdot n_1+B_2\cdot n_2+n_1Cn_2\big).\tag{6}\]
The diagonal of \(\rho\) receives contributions from \(1\) and \(\tau^3\) alone, so it holds \(B_1^3,B_2^3,C^{33}\) and none of the other twelve coefficients.

## The beam tensor

A beam with spin matrix \(r=\tfrac12(1+P^a\tau^a)\) enters as \(\sum r_{\lambda\lambda'}u(\lambda)\bar u(\lambda')\). By (3) this carries \(\tau^a_{\lambda'\lambda}\), and \(\mathrm{tr}(r\tau^a)=P^a\). For the positron \(\bar v(\lambda)\) is in \(M\) and \(v(\lambda')\) in \(M^*\), so (4) gives the same contraction. Thus \(L^{\mu\nu}=\mathrm{Tr}[V\gamma^\mu U\gamma^\nu]\) with \(U=\tfrac12(1+\gamma_5P_-^a\not s^a)(\not k_1+m_e)\) and \(V\) of the same form with \(P_+^a\), the positron triad and \(\not k_2-m_e\).

Now take helicity polarizations \(P_\mp\) and \(m_e\to0\). The vector \(s^3=(|\mathbf k|,E_k\hat k)/m_e\) differs from \(k/m_e\) by terms \((E_k-|\mathbf k|)/m_e=m_e/(E_k+|\mathbf k|)\). With \(\not k\not k=m_e^2\), \(\not s^3(\not k\pm m_e)=m_e\pm\not k+O(m_e)\to\pm\not k\). So \(U=\tfrac12(1+P_-\gamma_5)\not k_1\) and \(V=\tfrac12(1-P_+\gamma_5)\not k_2\). Moving \(1+P_-\gamma_5\) past two \(\gamma\) matrices costs no sign, and \((1-P_+\gamma_5)(1+P_-\gamma_5)=1-P_-P_++(P_--P_+)\gamma_5\).

The trace \(\mathrm{Tr}[\gamma_5\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma]\) is totally antisymmetric, because an interchange leaves a remainder \(\mathrm{Tr}[\gamma_5\gamma\gamma]=0\). Since \(\gamma^0\gamma^1\gamma^2\gamma^3=-i\gamma_5\), it equals \(-4i\epsilon^{\mu\nu\rho\sigma}\). With \(\{a,b\}=a^\mu b^\nu+a^\nu b^\mu\) and \(k_1\cdot k_2=s/2\),
\[L^{\mu\nu}=(1-P_-P_+)\big[\{k_1,k_2\}-\tfrac s2g^{\mu\nu}\big]-i(P_--P_+)\epsilon^{\alpha\mu\beta\nu}k_{2\alpha}k_{1\beta}.\]
In the centre-of-mass frame \(k_{1,2}=E(1,0,0,\pm1)\), \(E^2=s/4\). The 00, 03 and 33 entries of the bracket are \(2E^2-s/2\), \(0\) and \(-2E^2+s/2\), all zero, and the 11 and 22 entries are \(s/2\). For the 12 entry of the last term, \(\epsilon^{0132}E(-E)+\epsilon^{3102}E\,E=2E^2\). Hence
\[L^{ij}=\tfrac s2(1-P_-P_+)\big[\delta^{ij}-z^iz^j-iP\epsilon^{ijk}z^k\big],\quad P=\frac{P_--P_+}{1-P_-P_+},\tag{7}\]
with \(\mathbf z\) the electron direction and all time components zero. Equivalently the bracket is \((1+P)\varepsilon_+^i\varepsilon_+^{j*}+(1-P)\varepsilon_-^i\varepsilon_-^{j*}\) with \(\varepsilon_\pm=(1,\pm i,0)/\sqrt2\).

## The three muon traces

Traces with an odd number of \(\gamma\) matrices vanish. With \(p_1\cdot p_2+m^2=s/2\), the spin-summed trace is \(H_A=4[\{p_1,p_2\}-\tfrac s2g]\).

With one \(\gamma_5\), four \(\gamma\) matrices are needed. Write \(T[abcd]=\mathrm{Tr}[\gamma_5\,\gamma\!\cdot\!a\,\gamma\!\cdot\!b\,\gamma\!\cdot\!c\,\gamma\!\cdot\!d]\). For the \(\mu^-\) the terms are \(mT[s\mu p_2\nu]-mT[sp_1\mu\nu]\), and one interchange turns the second into \(+mT[s\mu p_1\nu]\). For the \(\mu^+\), cyclicity gives \(-mT[s\nu p_1\mu]+mT[sp_2\nu\mu]\); the first needs one interchange and the second a cyclic, even, permutation of three. Both particles give
\[H_B^{\mu\nu}=mT[s\mu q\nu]=-4im\,\epsilon^{\alpha\mu\beta\nu}s_\alpha q_\beta.\]

With two \(\gamma_5\), move the second to the first. It passes three matrices in the \(\not p_1\) term and two in the \(m\) term, so \(H_C=\mathrm{Tr}[\not s_1(m-\not p_1)\gamma^\mu\not s_2(\not p_2-m)\gamma^\nu]=-\mathrm{Tr}[\not s_1\not p_1\gamma^\mu\not s_2\not p_2\gamma^\nu]-m^2\mathrm{Tr}[\not s_1\gamma^\mu\not s_2\gamma^\nu]\). Anticommuting \(\not s_1\) through the first trace, and using \(s_1\cdot p_1=s_2\cdot p_2=0\), one quarter of it is
\[-s_1^\mu[p_1\!\cdot\!s_2\,p_2^\nu-p_1\!\cdot\!p_2\,s_2^\nu]+s_1\!\cdot\!s_2[\{p_1,p_2\}-p_1\!\cdot\!p_2\,g]-s_1\!\cdot\!p_2[\{p_1,s_2\}-p_1\!\cdot\!s_2\,g]+s_1^\nu[p_1\!\cdot\!p_2\,s_2^\mu-p_1\!\cdot\!s_2\,p_2^\mu].\]
The second trace is \(4[\{s_1,s_2\}-s_1\!\cdot\!s_2\,g]\), which joins the \(p_1\cdot p_2\) terms to give \(s/2\):
\[H_C=-4\Big[\tfrac s2\big(\{s_1,s_2\}-s_1\!\cdot\!s_2\,g\big)+s_1\!\cdot\!s_2\{p_1,p_2\}-p_1\!\cdot\!s_2\{s_1,p_2\}-s_1\!\cdot\!p_2\{p_1,s_2\}+(s_1\!\cdot\!p_2)(p_1\!\cdot\!s_2)g\Big].\]
\(H_B\) is antisymmetric and meets the antisymmetric part of \(L\), which needs a \(\gamma_5\); unpolarized beams give \(B=0\) at this order for any \(m_e\). \(H_A\) and \(H_C\) are symmetric, so by (7) the ratio \(C\) does not depend on \(P_\mp\) as \(m_e\to0\), provided \(P_-P_+\neq1\). At \(P_-P_+=1\) the tensor (7) vanishes, \(P\) is undefined, and only electron-mass terms remain.

## Contraction in the centre-of-mass frame

Let \(\mathbf p_1=-\mathbf p_2=\beta E\,\mathbf n\), \(\gamma=E/m\), \(c=\cos\theta=\mathbf n\cdot\mathbf z\), \(t=\sin\theta\). Both muons use pure boosts of one triad, \(\hat s^1=(c,0,-t)\), \(\hat s^2=\hat y\), \(\hat s^3=\mathbf n\), in which \(\mathbf z\) has components \((-t,0,c)\). Then \(s_1^3=(\gamma\beta,\gamma\mathbf n)\) and \(s_2^3=(-\gamma\beta,\gamma\mathbf n)\). Contraction with \(\delta^{ij}-z^iz^j\) sends \(g\to-2\) and \(\{a,b\}\to2\langle a,b\rangle\), with \(\langle a,b\rangle=\mathbf a\cdot\mathbf b-a_zb_z\). The values are \(\langle\hat s^1,\hat s^1\rangle=c^2\), \(\langle\hat s^2,\hat s^2\rangle=1\), \(\langle\mathbf n,\mathbf n\rangle=t^2\), \(\langle\hat s^1,\mathbf n\rangle=tc\).

\(H_A\to4[s-2\beta^2E^2t^2]=2sD\) with \(D=2-\beta^2t^2\), so \(A=e^4(1-P_-P_+)D\).

In \(H_B\), \(q_0=\sqrt s\), \(s_k=-s^k\) and \(\epsilon^{ki0j}=\epsilon^{ijk}\), so \(H_B^{ij}=4im\sqrt s\,\epsilon^{ijk}s^k\). Contraction with \(-iP\epsilon^{ijl}z^l\) gives \(8Pm\sqrt s\,\mathbf z\cdot\mathbf s\). Dividing by \(2sD\) and using \(\sqrt s=2m\gamma\) gives \(2P\,\mathbf z\cdot\mathbf s/(\gamma D)\), so
\[B_1=B_2=\frac{2P}D\Big(-\frac t\gamma,\,0,\,c\Big).\tag{8}\]

For \(C\), \(H_C/(2sD)\to-\frac2{sD}K\) with
\[K=s(\langle s_1,s_2\rangle+s_1\!\cdot\!s_2)+2s_1\!\cdot\!s_2\langle p_1,p_2\rangle-2p_1\!\cdot\!s_2\langle s_1,p_2\rangle-2s_1\!\cdot\!p_2\langle p_1,s_2\rangle-2(s_1\!\cdot\!p_2)(p_1\!\cdot\!s_2).\]
The invariants are \(\langle p_1,p_2\rangle=-\beta^2st^2/4\), \(s_1^3\cdot p_2=-p_1\cdot s_2^3=2E\gamma\beta\), \(s_1^3\cdot s_2^3=-\gamma^2(1+\beta^2)\); transverse vectors are orthogonal to both momenta.

For 11, \(K=s(c^2-1)+\beta^2st^2/2\), so \(C^{11}=(2-\beta^2)t^2/D\). For 22, \(K=\beta^2st^2/2\). For 13, \(K=s\gamma tc-2(-2E\gamma\beta)(-\beta Etc)=s\gamma(1-\beta^2)tc=stc/\gamma\), and 31 gives the same through the fourth term. For 33,
\[K=s\gamma^2\big[t^2-1-\beta^2+\tfrac12\beta^2(1+\beta^2)t^2-2\beta^2t^2+2\beta^2\big]=s\big[-1+(1-\tfrac12\beta^2)t^2\big],\]
since \(1-\tfrac32\beta^2+\tfrac12\beta^4=(1-\beta^2)(1-\tfrac12\beta^2)\). With a single index 2 every term has a vanishing factor. Using \(D=1+c^2+t^2/\gamma^2\),
\[C^{11}=1-\frac{2c^2}D,\quad C^{22}=1-\frac2D,\quad C^{33}=1-\frac{2t^2}{\gamma^2D},\quad C^{13}=C^{31}=-\frac{2tc}{\gamma D}.\tag{9}\]
The traces are linear in \(s_2\). A helicity triad \((-\hat s^1,\hat s^2,-\hat s^3)\) for the \(\mu^+\) therefore gives \(B_2\to OB_2\), \(C\to CO^T\) with \(O=\mathrm{diag}(-1,1,-1)\).

## Second route: rank and eigenvalues

In the Dirac representation \(u=(N\chi_1,\boldsymbol\sigma\cdot\mathbf p\,\chi_1/N)\) with \(N=\sqrt{E+m}\), \(\mathbf p=\mathbf p_1\). From \(v=i\gamma^2u^*\) and \((\not p_2+m)v=0\), \(v=(-\boldsymbol\sigma\cdot\mathbf p\,\eta/N,N\eta)\) with \(\eta=-i\sigma^2\chi_2^*\). The matrix \(\gamma^0\gamma^i\) has \(\sigma^i\) in both off-diagonal blocks. With \(\mathbf p^2=(E+m)(E-m)\) and \(\sigma_n\sigma^i\sigma_n=2n^i\sigma_n-\sigma^i\), where \(\sigma_n=\boldsymbol\sigma\cdot\mathbf n\),
\[\bar u\gamma^iv=\chi_1^\dagger\big[2E\sigma^i-2(E-m)n^i\sigma_n\big]\eta.\]
Contraction with \(\varepsilon_\pm\) weights transverse components by \(2E\) and the longitudinal one by \(2m\), giving \(\chi_1^\dagger\sigma_aw^a\eta\) with \(w_\pm\propto(c,\pm i,x)\), \(x=t/\gamma\). The \(\chi_\lambda\) are the columns of an SU(2) matrix \(R\), up to a common phase, and \(\sigma^2R^*=R\sigma^2\), so by (1) the amplitude matrix is \(\tau^aw^a(-i\tau^2)\). Its entries are \(M_{++}=w^1-iw^2\), \(M_{+-}=M_{-+}=-w^3\), \(M_{--}=-(w^1+iw^2)\). In the order \(++,+-,-+,--\),
\[\psi_\pm=(c\pm1,\,-x,\,-x,\,-c\pm1)/\sqrt{2D},\qquad \rho/A=\tfrac{1+P}2\psi_+\psi_+^T+\tfrac{1-P}2\psi_-\psi_-^T.\]
Both states are symmetric, so the singlet weight vanishes; this matches \(\mathrm{Tr}\,C=3-2D/D=1\) from (9). For \(m_e\to0\) the rank is at most two. The overlap is \(o=(x^2-t^2)/D=-\beta^2t^2/D\), equal to \(C^{22}\). On the span of \(\psi_\pm\) the trace is 1 and the determinant is the product of the weights times the Gram determinant \(1-o^2\), so the nonzero eigenvalues are \(\tfrac12[1\pm\sqrt{1-(1-P^2)(1-o^2)}]\).

The same current shows the size of the electron-mass terms. Beam states with zero total projection on \(\mathbf z\) couple through the longitudinal component \(2m_e\). Longitudinal polarization gives diagonal \(r\), these amplitudes add incoherently, and the correction to \(\rho/A\) is of order \(m_e^2/[s(1-P_-P_+)]\), because the leading term carries the factor \(1-P_-P_+\). It is of order \(m_e^2/s\) unless the beams have nearly complete and equal helicity polarizations; at \(P_-P_+=1\) these amplitudes are all that remains and (8), (9) do not apply. If one beam also has a transverse polarization, they can interfere with the leading amplitudes, and the correction can be of order \(m_e/\sqrt s\). If both beams have one, the two leading amplitudes also interfere with each other. This effect survives \(m_e\to0\), and (7) to (9) must then be replaced by the general trace.

## Limits and cross section

At threshold, \(D=2\), \(B=P\mathbf z\), \(C^{ab}=z^az^b\), \(o=0\): both spins lie along \(\pm\mathbf z\) with weights \((1\pm P)/2\). For \(\gamma\to\infty\), \(B=(0,0,2Pc/(1+c^2))\), \(C^{33}=1\) and \(C^{11}=-C^{22}=t^2/(1+c^2)\). The transverse polarization falls as \(1/\gamma\), but for \(0<\theta<\pi\) the transverse correlations survive, and the off-diagonal entry \(\rho_{++,--}/A=\tfrac14(C^{11}-C^{22})\) tends to \(t^2/[2(1+c^2)]\) instead of zero. At \(\theta=90^\circ\) in this limit \(o=-1\) and the pair is in a pure state even for \(P=0\).

With \(d\sigma/d\Omega=A\beta/(64\pi^2s)\), \(e^2=4\pi\alpha\) and \(\int D\,d\Omega=2\pi(4-\tfrac43\beta^2)\),
\[\frac{d\sigma}{d\Omega}=\frac{\alpha^2\beta}{4s}(1-P_-P_+)D,\qquad\sigma=\frac{2\pi\alpha^2}{3s}\beta(3-\beta^2)(1-P_-P_+).\]
Products of explicit amplitudes were tested against the traces for arbitrary beam polarization vectors, triads and finite \(m_e\), and against (6), (8), (9), the eigenvalues and \(\sigma\) for a nearly massless electron.

## Worked example

Take the round values \(\sqrt s=0.30\) GeV, \(\theta=60^\circ\), \(P_-=0.8\), \(P_+=0\), with \(m=0.1056584\) GeV; the numerical output below lists all entries. Then \(P=0.8\), \(\gamma=1.41967\), \(\beta^2=0.50384\), \(D=2-0.50384\times0.75=1.62212\), \(x=0.86603/1.41967=0.61002\), and \(2P/D=0.98636\). From (8), \(B^1=-0.98636\times0.61002=-0.6017\) and \(B^3=0.98636\times0.5=0.4932\). The transverse component is the larger one here. From (9), \(C^{11}=1-0.5/D=0.6918\), \(C^{22}=1-2/D=-0.2330\), \(C^{33}=1-2x^2/D=0.5412\), \(C^{13}=-x/D=-0.3761\).

Equation (5) gives \(\rho_{++,++}/A=\tfrac14(1+2\times0.4932+0.5412)=0.6319\), and the second route gives \((0.9\times2.25+0.1\times0.25)/(2D)=0.6319\). Further, \(\rho_{++,+-}/A=\tfrac14(B_2^1+C^{31})=-0.2444\) and \(\rho_{++,--}/A=\tfrac14(C^{11}-C^{22})=0.2312\), larger in size than every diagonal entry except the first. With \(1-o^2=0.9457\), the root is \(\sqrt{1-0.36\times0.9457}=0.8121\), the eigenvalues are 0.9061 and 0.0939, and the purity is \(0.9061^2+0.0939^2=0.830\).

For both spins along \(\hat s^1\), \(W=\tfrac14(1-2\times0.6017+0.6918)=0.122\). The diagonal entries alone give 0.250, about twice the full value.

The cross sections are \(d\sigma/d\Omega=1.70\times10^{-4}\) GeV\(^{-2}\)/sr \(=66\) nb/sr and \(\sigma=2.20\times10^{-3}\) GeV\(^{-2}\approx855\) nb. The physical electron mass changes entries of \(\rho/A\) by at most \(4.13\times10^{-6}\) in absolute value, against \(m_e^2/s=2.9\times10^{-6}\), and halving \(m_e\) divides the change by 4.000. These are tree-level numbers. They omit Z exchange, radiation, vacuum polarization and the Coulomb attraction of the muons; the digits above serve to follow the arithmetic.

## Computed values

```
max scaled error of u,v formulas: 7.0e-16
m_mu = 0.1056584 GeV, m_e = 5.109990e-04 GeV, 1/alpha = 137.03600
1 GeV^-2 = 3.89379e+05 nb
sqrt(s) = 0.30 GeV, theta = 60 deg, P- = 0.8, P+ = 0.0
beta = 0.70981, beta^2 = 0.50384, gamma = 1.41967, gamma*beta = 1.00770
D = 1.62212, P_eff = 0.80000, overlap o = -0.23295
p1 [GeV]:   0.15000   0.09221   0.00000   0.05324
p2 [GeV]:   0.15000  -0.09221   0.00000  -0.05324
s1^1 (mu-):   0.00000   0.50000   0.00000  -0.86603
s1^2 (mu-):   0.00000   0.00000   1.00000   0.00000
s1^3 (mu-):   1.00770   1.22947   0.00000   0.70983
s2^1 (mu+):   0.00000   0.50000   0.00000  -0.86603
s2^2 (mu+):   0.00000   0.00000   1.00000   0.00000
s2^3 (mu+):  -1.00770   1.22947   0.00000   0.70983
A/e^4 = 1.62212
B1:  -0.60170   0.00000   0.49318
B2:  -0.60170   0.00000   0.49318
|B1| = 0.77799
C row 1:   0.69176   0.00000  -0.37606
C row 2:   0.00000  -0.23295   0.00000
C row 3:  -0.37606   0.00000   0.54119
Tr C = 1.00000
rho/A row ++:   0.63189  -0.24444  -0.24444   0.23118
rho/A row +-:  -0.24444   0.11470   0.11470  -0.05641
rho/A row -+:  -0.24444   0.11470   0.11470  -0.05641
rho/A row --:   0.23118  -0.05641  -0.05641   0.13871
eigenvalues of rho/A:   0.00000   0.00000   0.09394   0.90606
purity Tr(rho/A)^2 = 0.82977
W(both spins along s^1): full = 0.12209, diagonal only = 0.25000
dsigma/dOmega = 1.70316e-04 GeV^-2/sr = 66.318 nb/sr
sigma = 2.19566e-03 GeV^-2 = 854.94 nb
max change of rho/A from m_e: 4.13e-06; m_e^2/s = 2.90e-06
ratio of change, m_e to m_e/2: 4.000
```
